# Harmonics of the intraband current in a driven cosine band

**The system.** Electrons of charge $-1$ (Hartree atomic units) move on a one-dimensional chain with lattice constant $a$. They occupy a single band

$$\varepsilon(k)=-\frac{\Delta}{2}\cos ka ,$$

where $\Delta$ is the bandwidth. The site states $|l\rangle$ are taken as eigenstates of position, $x|l\rangle=al|l\rangle$. A spatially uniform field $F(t)=F_0\cos\omega t$ acts along the chain, with $F_0>0$. Scattering, transitions to other bands and the interaction between electrons are left out. An electron has crystal momentum $k_0$ at $t=0$. Write $\beta=aF_0/\omega$ and $\varphi=\omega t$.

## (a) Find the velocity of one electron as a function of time.

**Answer.** Let $T|l\rangle=|l+1\rangle$. On the Bloch state $\sum_l e^{ikal}|l\rangle$ the operator $T$ has the eigenvalue $e^{-ika}$, so the band energy is represented by $H_0=-(\Delta/4)(T+T^\dagger)$. The force on a charge $-1$ is $-F$, which corresponds to the potential energy $+Fx$. Hence $H=H_0+F(t)x$.

Acting on $|l\rangle$ gives $xT|l\rangle=a(l+1)|l+1\rangle$ and $Tx|l\rangle=al|l+1\rangle$, so $[x,T]=aT$. Since $T$ commutes with $H_0$, its Heisenberg equation is

$$\frac{dT}{dt}=i[H,T]=iaF(t)\,T,\qquad T(t)=T(0)\exp\Big(ia\int_0^tF\,dt'\Big).$$

The eigenvalue $e^{-ik_0a}$ thus becomes $e^{-ika}$ with $k(t)=k_0-\int_0^tF\,dt'$. The integral is $(F_0/\omega)\sin\omega t$, so

$$k(t)a=k_0a-\beta\sin\varphi .$$

For the velocity, the adjoint of $[x,T]=aT$ is $[T^\dagger,x]=aT^\dagger$, while $[T,x]=-aT$. Therefore

$$v=i[H,x]=-\frac{i\Delta}{4}\big([T,x]+[T^\dagger,x]\big)=-\frac{i\Delta a}{4}(T^\dagger-T).$$

With $T^\dagger-T\to e^{ika}-e^{-ika}=2i\sin ka$ this becomes

$$v(t)=\frac{\Delta a}{2}\sin\big(k_0a-\beta\sin\varphi\big).$$

The parameter $\beta$ is the largest excursion of $ka$ from its starting value. When it is small, the electron samples a small part of the band. When it exceeds $\pi$, the excursion to one side is wider than half the Brillouin zone, and the velocity changes sign several times per optical cycle.

## (b) Expand this velocity in harmonics of $\omega$. Which harmonics does one electron emit?

Use the definition $J_N(\beta)=\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{i(\beta\sin\varphi-N\varphi)}d\varphi$.

**Answer.** By this definition $J_N(\beta)$ is the $N$th Fourier coefficient of the smooth periodic function $e^{i\beta\sin\varphi}$. Hence

$$e^{i\beta\sin\varphi}=\sum_{N=-\infty}^{\infty}J_N(\beta)e^{iN\varphi}.$$

Replacing $\varphi$ by $-\varphi$ in the integral gives its complex conjugate, so $J_N$ is real. Replacing $\varphi$ by $\pi-\varphi$ in the integral for $J_{-N}$ leaves $\sin\varphi$ unchanged and produces a factor $e^{iN\pi}$, so $J_{-N}=(-1)^NJ_N$. The terms $\pm N$ then combine to $2J_N\cos N\varphi$ for even $N$ and to $2iJ_N\sin N\varphi$ for odd $N$. Real and imaginary parts give

$$\cos(\beta\sin\varphi)=J_0+2\sum_{N=2,4,\dots}J_N\cos N\varphi,$$
$$\sin(\beta\sin\varphi)=2\sum_{N=1,3,\dots}J_N\sin N\varphi .$$

The addition theorem for the sine turns the result of (a) into

$$v=\frac{\Delta a}{2}\big[\sin k_0a\,\cos(\beta\sin\varphi)-\cos k_0a\,\sin(\beta\sin\varphi)\big].$$

Even harmonics and a constant term carry the factor $\sin k_0a$; odd harmonics carry $\cos k_0a$. A single electron therefore emits both kinds in general. Odd harmonics alone require a condition on the occupation of the band.

## (c) Find the current of a Fermi sea and state when it has odd harmonics alone.

At $t=0$ the occupied states, two per $k$ for spin, satisfy $|ka-\delta|\le k_Fa$. Treat $\delta=0$ and $\delta\neq0$. Find also the weak-field form of the harmonics.

**Answer.** Each electron contributes $-v$, and there are $2\,dk/2\pi$ electrons per unit length. With $\theta=k_0a$ and $dk=d\theta/a$, the factor $a$ cancels:

$$J=-\frac{\Delta}{2\pi}\int_{\delta-k_Fa}^{\delta+k_Fa}\sin(\theta-\beta\sin\varphi)\,d\theta .$$

The integral is a difference of two cosines, equal to $2\sin k_Fa\,\sin(\delta-\beta\sin\varphi)$. Hence

$$J=-J_p\sin(\delta-\beta\sin\varphi),\qquad J_p=\frac{\Delta}{\pi}\sin k_Fa .$$

For the undisplaced sea, $\delta=0$, part (b) gives

$$J(t)=J_p\sin(\beta\sin\omega t)=2J_p\sum_{N=1,3,\dots}J_N(\beta)\sin N\omega t .$$

The even harmonics have cancelled between $k_0$ and $-k_0$. The same cancellation holds for any occupation that is even in $k$ at $t=0$, when the field has not yet displaced the electrons. A full band, $k_Fa=\pi$, has $J_p=0$ and carries no current.

For general $\delta$, the addition theorem gives $J=J_p[\cos\delta\,\sin(\beta\sin\varphi)-\sin\delta\,\cos(\beta\sin\varphi)]$, so this sea has odd harmonics alone when $\sin\delta=0$. For $\sin\delta\ne0$, a constant term $-J_p\sin\delta\,J_0(\beta)$ appears and the even harmonics return as $-2J_p\sin\delta\,J_N(\beta)\cos N\varphi$. This happens, for example, if the field is switched on abruptly at a phase $\varphi_1$ with the sea centred at $k=0$. Then $ka=k_0a-\beta(\sin\varphi-\sin\varphi_1)$, which amounts to $\delta=\beta\sin\varphi_1$, so even harmonics are present unless $\beta\sin\varphi_1$ is a multiple of $\pi$.

For $\beta\ll1$, expand $e^{i\beta\sin\varphi}$ in powers of $\beta$. The lowest power containing $e^{iN\varphi}$ is the $N$th, with coefficient $(i\beta)^N/[N!(2i)^N]$. So $J_N\approx(\beta/2)^N/N!$, and at fixed $\delta$ the $N$th harmonic of the current grows as $F_0^N$. In the switch-on example $\sin\delta\approx\beta\sin\varphi_1$ is itself proportional to $F_0$, so the even harmonics there grow as $F_0^{N+1}$.

## (d) How fast do the harmonics fall for $N>\beta$?

Find an upper bound on $|J_N(\beta)|$, and from it a limit on the orders for which $|J_N|\ge\eta$, where $0<\eta<1$.

**Answer.** The integrand defining $J_N$ is analytic and has period $2\pi$. The path may therefore be shifted to $\varphi-is$ with $s>0$, because the two vertical sides of the closed contour cancel. There

$$\sin(\varphi-is)=\sin\varphi\cosh s-i\cos\varphi\sinh s ,$$

so the integrand has modulus $\exp(\beta\cos\varphi\sinh s-Ns)$. Since $\cos\varphi\le1$,

$$|J_N(\beta)|\le\exp(\beta\sinh s-Ns).$$

The exponent is smallest where $\beta\cosh s=N$. Calling this value $\alpha$, so that $\cosh\alpha=N/\beta$, we obtain

$$|J_N(\beta)|\le e^{-\beta g(\alpha)},\qquad g(\alpha)=\alpha\cosh\alpha-\sinh\alpha .$$

Here $g(0)=0$ and $g'(\alpha)=\alpha\sinh\alpha\ge\alpha^2$, so $g$ increases and $g(\alpha)\ge\alpha^3/3$. For $N\ge(1+\epsilon)\beta$ with fixed $\epsilon>0$, $g$ stays above a positive constant, and the amplitudes are exponentially small in $\beta$.

If $|J_N|\ge\eta$, then $\beta\alpha^3/3\le\ln(1/\eta)$. Inserting the largest allowed $\alpha$ in $N=\beta\cosh\alpha$ gives

$$N\le\beta\cosh\left[\left(\frac{3\ln(1/\eta)}{\beta}\right)^{1/3}\right].$$

Orders $N\le\beta$ satisfy this trivially. For large $\beta$, $\cosh y\approx1+y^2/2$ shows that the limit exceeds $\beta$ by about $\frac12[3\ln(1/\eta)]^{2/3}\beta^{1/3}$. This excess becomes negligible relative to $\beta$.

## (e) What happens for $N<\beta$, and what is the cutoff energy?

Take $\beta$ large at fixed $N/\beta$, and interpret the result in time.

**Answer.** The phase $\Phi=\beta\sin\varphi-N\varphi$ is stationary where $\cos\varphi=N/\beta$, that is at $\varphi=\pm\varphi_s$ with $\varphi_s=\arccos(N/\beta)$. Let $s=\beta\sin\varphi_s=\sqrt{\beta^2-N^2}$. At $+\varphi_s$ we have $\Phi=s-N\varphi_s$ and $\Phi''=-s$. The Gaussian integral $\int e^{-isu^2/2}du=\sqrt{2\pi/s}\,e^{-i\pi/4}$ gives the contribution of this point, and $-\varphi_s$ gives the complex conjugate. Their sum is

$$J_N(\beta)\approx\sqrt{\frac{2}{\pi s}}\cos\left(s-N\arccos\frac N\beta-\frac\pi4\right).$$

For $N\le(1-\epsilon)\beta$ the envelope falls only as $\beta^{-1/2}$, although a particular order may lie near a zero of the cosine. The formula fails as $N\to\beta$, where $s\to0$ and the two stationary points merge.

The change from algebraic to exponential behaviour thus lies at $N\approx\beta$, to leading order at large $\beta$. The cutoff energy is

$$N_c\,\omega\approx aF_0 ,$$

linear in the field amplitude and, at this order, independent of $\omega$ and $\Delta$.

The stationary condition $N=\beta\cos\varphi$ reads $N\omega=aF(t)$. The current also contains $e^{-i\beta\sin\varphi}$, which supplies the half-cycles with $F<0$, so in general $N\omega=a|F(t)|$. The right-hand side is the instantaneous Bloch frequency, the rate at which $ka$ changes. A harmonic below the cutoff is emitted when this frequency matches its own. Above $aF_0$ no such time exists.

A numerical spectrum supports this reading. For $\beta=200$, a short time window centred at $\varphi=1.0$ rad gives a peak at order 108, and $\beta\cos\varphi=108.1$.

## (f) Evaluate the spectrum for a model chain.

Take $a=8$ bohr, $\Delta=0.05$ hartree, $\omega=0.002$ hartree, $F_0=0.002$ atomic units (1.03 V/nm), $k_Fa=\pi/6$ and $\delta=0$. Find the last harmonic with amplitude above $0.01J_p$, and follow it as the field is doubled repeatedly. Bessel functions may be evaluated numerically.

**Answer.** The parameters give

$$\beta=\frac{8\times0.002}{0.002}=8,\qquad J_p=\frac{0.05}{\pi}\times\frac12=0.00796,$$

so $J_p$ is about 53 μA. The expected cutoff is $aF_0=0.016$ hartree, or 0.435 eV. The amplitudes are:

| $N$ | $2J_N(8)$ |
|---|---|
| 1 | 0.469 |
| 3 | −0.582 |
| 5 | 0.372 |
| 7 | 0.641 |
| 9 | 0.253 |
| 11 | 0.0512 |
| 13 | 0.00655 |
| 15 | 0.00059 |

There is no steady decrease up to $N=7$, the strongest harmonic; beyond it the fall is rapid. The last order above the threshold is $N=11$, at $11\times0.002=0.022$ hartree. The threshold $2|J_N|>0.01$ means $\eta=0.005$, for which (d) allows at most $8\cosh[(3\ln200/8)^{1/3}]=15.2$. The bound is respected but not tight.

| $F_0$ (a.u.) | $\beta$ | last $N$ | limit from (d) | last $N/\beta$ |
|---|---|---|---|---|
| 0.001 | 4 | 7 | 10.2 | 1.75 |
| 0.002 | 8 | 11 | 15.2 | 1.38 |
| 0.004 | 16 | 21 | 24.6 | 1.31 |
| 0.008 | 32 | 37 | 42.6 | 1.16 |
| 0.016 | 64 | 71 | 77.1 | 1.11 |

At the smaller $\beta$ of the table the visible spectrum extends well past $\beta$, so strict proportionality to $F_0$ would be a poor description there. Along these doublings the ratio falls towards 1, and at $\beta=1000$ it is 1.015. Between them the fall is not steady: the last order is an odd integer that jumps by 2, so the ratio follows a sawtooth about a falling trend. A fixed threshold shows this trend only over a finite range. The largest amplitude itself shrinks slowly with $\beta$ (0.134, 0.063 and 0.029 at $\beta=10^3$, $10^4$ and $10^5$), so at $\beta=10^6$ the last order lies just below $\beta$, and at $\beta=3\times10^6$ no order exceeds $0.01J_p$. The strongest fields of the table, up to 8.2 V/nm, serve only to show the trend within the model. Transitions to other bands were excluded by assumption, so the calculation cannot say at which field a real crystal would depart from it.

Scattering was excluded too, and the period here is 76 fs, so the amplitudes hold only while no scattering has occurred since $t=0$. Suppose rare collisions return the electrons to the undisplaced sea at random phases $\varphi_1$. The steady current is then the result of (c) with $\delta=\beta\sin\varphi_1$ averaged over $\varphi_1$. The average of $\cos\delta$ is $J_0(\beta)$ and that of $\sin\delta$ is zero, so every amplitude is multiplied by $J_0(8)=0.172$, and the last order above the threshold becomes $N=9$.

The numerical check tests the velocity of (a) and (b) by integrating the Schrödinger equation of an open chain, and the harmonic amplitudes of (c), the bound of (d), the stationary-phase formula of (e) and the tables of (f) on numerically computed spectra.

## Computed values

```
lattice constant a = 8.0 bohr
bandwidth W = 0.050 hartree
photon energy w = 0.0020 hartree
field amplitude F0 = 0.0020 a.u. = 1.028 V/nm
Fermi angle kF a = 0.5236 rad
beta = a F0/w = 8.000
peak current Jp = 0.007958 a.u. = 52.71 microampere
cutoff energy a F0 = 0.0160 hartree = 0.4354 eV
N, amplitude/Jp by quadrature, 2 J_N(beta):
  1    4.693e-01    4.693e-01
  3   -5.823e-01   -5.823e-01
  5    3.715e-01    3.715e-01
  7    6.412e-01    6.412e-01
  9    2.526e-01    2.526e-01, bound 1.436e+00
 11    5.119e-02    5.119e-02, bound 3.649e-01
 13    6.550e-03    6.550e-03, bound 5.353e-02
 15    5.852e-04    5.852e-04, bound 5.290e-03
 17    3.884e-05    3.884e-05, bound 3.806e-04
largest even or cosine amplitude/Jp = 5.2e-16
full-band current/Jp = 3.9e-14
sea displaced by 0.3 rad, cosine amplitudes/Jp:
  2     0.0668
  4     0.0623
  6    -0.1995
  8    -0.1321
chain test, phases 0.0 and 0.7 rad: largest relative error 2.9e-06
stationary phase, N < 0.9 beta, error/envelope: 0.0079 (beta 200), 0.0028 (beta 800)
window at phase 1.0 rad, beta 200: peak order 108, beta cos(phase) = 108.1
last N with amplitude above 0.01 Jp:
F0 (a.u.), beta, last N, upper limit, last N/beta
0.0010    4.0    7   10.16   1.750
0.0020    8.0   11   15.20   1.375
0.0040   16.0   21   24.65   1.312
0.0080   32.0   37   42.57   1.156
0.0160   64.0   71   77.07   1.109
beta = 1000: last N = 1015, upper limit 1031.8, ratio 1.015
```
